# The silicon 222 reflection from octupoles of opposite sign: test program

```python
"""Silicon 222 reflection from xyz octupoles of opposite sign.

Result under test, for the cubic cell of eight atoms:
    F(222) = 64 pi/(3 sqrt 3) * P * J3(G)
    J3(G)  = (8/15) z^7 G^3 (9 z^2 - G^2) / (z^2 + G^2)^6
P    octupole population: electrons moved into the bond-side lobes of an atom
z    exponent of the radial function R = z^7 r^4 exp(-z r)/720, in 1/bohr
G    length of the reciprocal vector, in 1/bohr
J3   integral of R r^2 j3(G r), with j3 the spherical Bessel function
The angular function is d = 2xyz/r^3. The origin is a bond midpoint;
sublattice A sits at -a(1,1,1)/8 and B at +a(1,1,1)/8.
Hartree atomic units, except for the thermal estimates (nm, eV).
"""
import itertools
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import spherical_jn
from pyscf import gto, scf
from pyscf.scf import atom_hf

bohr_m = const.physical_constants["Bohr radius"][0]
a_m = const.physical_constants["lattice parameter of silicon"][0]
a = a_m / bohr_m
volume = a**3
G222 = 2 * np.pi * math.sqrt(12) / a
d111 = 2 / (3 * math.sqrt(3))
F_target = 1.5


def j3_closed(G, z):
    return 8 / 15 * z**7 * G**3 * (9 * z**2 - G**2) / (z**2 + G**2)**6


def bessel_mean(order, power, G, z):
    """Radial Bessel integral from its definition, for r^power exp(-z r)."""
    norm = z**(power + 3) / math.factorial(power + 2)
    return quad(lambda r: norm * r**(power + 2) * np.exp(-z * r)
                * spherical_jn(order, G * r), 0, 60 / z,
                epsabs=1e-12, epsrel=1e-10, limit=300)[0]


def population(F, radial_integral):
    return F / (32 * np.pi * d111 * radial_integral)


def octupole_F(hkl, P, z):
    h, k, l = hkl
    length = math.sqrt(h * h + k * k + l * l)
    angular = 2 * h * k * l / length**3
    return (-32 * np.pi * P * j3_closed(2 * np.pi * length / a, z)
            * angular * math.sin(np.pi * (h + k + l) / 4))


# Free atom: radial grid and directions for the spherical average
node, weight = np.polynomial.legendre.leggauss(500)
t = (node + 1) / 2
r_atom = 25 * t**3
w_atom = 75 * t**2 * weight / 2
shell = 4 * np.pi * r_atom**2 * w_atom
axes6 = np.vstack([np.eye(3), -np.eye(3)])
diagonals8 = np.array(list(itertools.product((-1, 1), repeat=3))) / math.sqrt(3)


def averaged_density(mol, coeff, occupation, directions):
    total = np.zeros_like(r_atom)
    for direction in directions:
        points = np.outer(r_atom, direction)
        orbitals = mol.eval_gto("GTOval_sph", points) @ coeff
        total += orbitals**2 @ occupation
    return total / len(directions)


def mean_valence_radius(valence):
    assert abs(shell @ valence - 4) < 1e-3
    return shell @ (valence * r_atom) / (shell @ valence)


def free_atom(basis):
    """Triplet ground state in uncontracted s and p functions."""
    exponents = {0: set(), 1: set()}
    for entry in gto.basis.load(basis, "Si"):
        if entry[0] in exponents:
            for row in entry[1:]:
                if isinstance(row, (list, tuple, np.ndarray)):
                    exponents[entry[0]].add(float(row[0]))
    primitives = [[l, [e, 1.0]] for l in (0, 1)
                  for e in sorted(exponents[l], reverse=True)]
    mol = gto.M(atom="Si 0 0 0", basis={"Si": primitives}, spin=2, verbose=0)
    mf = scf.ROHF(mol)
    mf.conv_tol = 1e-10
    mf.max_cycle = 200
    energy = mf.kernel()
    assert mf.converged
    coeff = np.asarray(mf.mo_coeff)
    occ = np.asarray(mf.mo_occ)
    kinetic = np.einsum("pi,pq,qi,i->", coeff, mol.intor("int1e_kin"),
                        coeff, occ, optimize=True)
    assert abs(energy / kinetic + 1) < 1e-3
    total = averaged_density(mol, coeff, occ, axes6)
    # Both direction sets average s and p products exactly
    other = averaged_density(mol, coeff, occ, diagonals8)
    assert np.allclose(total, other, rtol=1e-5, atol=1e-8)
    assert abs(shell @ total - 14) < 1e-3
    valence_occ = np.where(np.asarray(mf.mo_energy) > -2, occ, 0)
    valence = averaged_density(mol, coeff, valence_occ, axes6)

    def form_factor(G):
        return shell @ (total * np.sinc(G * r_atom / np.pi))

    return energy, mean_valence_radius(valence), form_factor


def fractional_atom_radius(basis):
    """Spin-restricted atom with equal fractional filling of the 3p shell."""
    mol = gto.M(atom="Si 0 0 0", basis=basis, spin=2, verbose=0)
    result = next(iter(atom_hf.get_atm_nrhf(mol).values()))
    _, levels, coeff, occ = result
    valence_occ = np.where(np.asarray(levels) > -2, occ, 0)
    return mean_valence_radius(averaged_density(mol, coeff, valence_occ, axes6))


E_small, radius_small, f_small = free_atom("cc-pvtz")
E_atom, radius, f_atom = free_atom("cc-pvqz")
fractional_small = fractional_atom_radius("cc-pvtz")
fractional_large = fractional_atom_radius("cc-pvqz")
zeta = 7 / radius
J3 = j3_closed(G222, zeta)
P = population(F_target, J3)
P_small = population(F_target, j3_closed(G222, 7 / radius_small))
assert abs(P_small / P - 1) < 0.02
assert abs(f_small(G222) - f_atom(G222)) < 0.02

# Radial integral: closed form against quadrature, also beyond its zero
for G_try, z_try in [(G222, zeta), (0.7, 2.0), (8.0, 2.0)]:
    assert abs(j3_closed(G_try, z_try)
               - bessel_mean(3, 4, G_try, z_try)) < 1e-8
mean_check = quad(lambda r: zeta**7 / 720 * r**7 * np.exp(-zeta * r),
                  0, 60 / zeta)[0]
assert abs(mean_check - radius) < 1e-6

# Lobe normalization by angular quadrature over the whole sphere
cos_node, cos_weight = np.polynomial.legendre.leggauss(400)
phi = (np.arange(800) + 0.5) * 2 * np.pi / 800
c, ph = np.meshgrid(cos_node, phi, indexing="ij")
s = np.sqrt(1 - c**2)
ux, uy, uz = s * np.cos(ph), s * np.sin(ph), c
solid = cos_weight[:, None] * 2 * np.pi / 800
d_sphere = 2 * ux * uy * uz
lobe_charge = np.sum(solid * np.maximum(d_sphere, 0))
assert abs(lobe_charge - 1) < 1e-4
depletion = P * np.max(-d_sphere) / (4 / (4 * np.pi))
assert abs(depletion - np.pi * P * d111) < 1e-3
assert depletion < 1

# Crystal density on a real-space grid, summed over atoms and images
n_grid = 40
axis = np.arange(n_grid) * a / n_grid
X, Y, Z = np.meshgrid(axis, axis, axis, indexing="ij")
centro = np.zeros_like(X)
oct_A = np.zeros_like(X)
oct_B = np.zeros_like(X)
prefactor = zeta**7 / 720
fcc = [(0, 0, 0), (0, .5, .5), (.5, 0, .5), (.5, .5, 0)]
for side in (-1, 1):
    for site in fcc:
        for image in itertools.product((-1, 0, 1), repeat=3):
            centre = a * (np.array(site) + np.array(image) + side / 8)
            # Displacements of B are inverted, so both sites use one atom shape
            x, y, z = (-side * (q - q0) for q, q0 in zip((X, Y, Z), centre))
            r2 = x * x + y * y + z * z
            r = np.sqrt(r2)
            tail = prefactor * np.exp(-zeta * r)
            cubic4 = x**4 + y**4 + z**4 - 0.6 * r2**2
            centro += tail * (4 / (4 * np.pi) * r2**2 + 0.5 * cubic4)
            if side == -1:
                oct_A += P * tail * 2 * x * y * z * r
            else:
                oct_B += P * tail * 2 * x * y * z * r


def grid_F(density, hkl):
    waves = [np.exp(2j * np.pi * m * np.arange(n_grid) / n_grid) for m in hkl]
    return np.einsum("ijk,i,j,k->", density, *waves,
                     optimize=True) * volume / n_grid**3


F_grid = grid_F(centro + oct_A + oct_B, (2, 2, 2))
F_centro = grid_F(centro, (2, 2, 2))
F_equal = grid_F(oct_A - oct_B, (2, 2, 2))
assert abs(F_grid - F_target) < 2e-4
assert abs(F_centro) < 2e-4
assert abs(F_equal) < 2e-4
assert abs(grid_F(oct_A, (2, 2, 2))) > 0.5
assert abs(grid_F(centro, (1, 1, 1))) > 1
for hkl in [(2, 2, -2), (4, 4, 2), (1, 1, 1)]:
    assert abs(grid_F(oct_A + oct_B, hkl) - octupole_F(hkl, P, zeta)) < 2e-4
for signs in itertools.product((-2, 2), repeat=3):
    assert abs(grid_F(oct_A + oct_B, signs) - F_target) < 2e-4
bond_density = 8 * F_target / volume

# Sensitivity to the radial model
P_low = population(F_target, j3_closed(G222, 0.9 * zeta))
P_high = population(F_target, j3_closed(G222, 1.1 * zeta))
P_cubic = population(F_target, bessel_mean(3, 3, G222, 6 / radius))

# Next odd cubic multipole, l = 7, with the same lobe normalization
shape7 = ux * uy * uz * (ux**4 + uy**4 + uz**4 - 5 / 11)
assert abs(np.sum(solid * shape7 * d_sphere)) < 1e-10
norm7 = 2 / np.sum(solid * np.abs(shape7))
d7_111 = norm7 * (1 / 3 - 5 / 11) / (3 * math.sqrt(3))
J7 = bessel_mean(7, 7, G222, 10 / radius)
ratio7 = abs(d7_111 * J7 / (d111 * J3))

# Thermal estimates: rough mean-square displacement and cubic force constant
temperature = 300.0
kT = const.k * temperature / const.e
u2 = 6e-5
beta = 3000.0
G_component = 4 * np.pi / (a_m * 1e9)
smearing = math.exp(-3 * G_component**2 * u2 / 2)
skew = beta / kT * u2**3 * G_component**3
h_node, h_weight = np.polynomial.hermite.hermgauss(16)
u = math.sqrt(2 * u2) * h_node
ax, ay, az = np.meshgrid(u, u, u, indexing="ij")
boltzmann = (np.einsum("i,j,k->ijk", h_weight, h_weight, h_weight)
             * np.exp(-beta * ax * ay * az / kT))
average = np.sum(boltzmann * np.exp(1j * G_component * (ax + ay + az)))
average /= np.sum(boltzmann)
# The skew formula is first order in beta; the next order is about one per cent
assert abs(average.imag / (smearing * skew) - 1) < 0.03
assert abs(average.real / smearing - 1) < 0.01
f222 = f_atom(G222)
F_skew = -8 * f222 * skew * smearing

# Allowed 111 reflection for comparison
F111_spherical = 8 * f_atom(G222 / 2) * math.cos(3 * np.pi / 4)
F111_octupole = octupole_F((1, 1, 1), P, zeta)
F111 = F111_spherical + F111_octupole

print(f"lattice parameter: {a:.4f} bohr = {a_m * 1e9:.5f} nm")
print(f"cubic cell volume: {volume:.2f} bohr^3")
print(f"G(222): {G222:.4f} 1/bohr")
print(f"chosen static F(222): {F_target:.2f} electrons per cubic cell")
print(f"triplet HF atom energy, QZ primitives: {E_atom:.5f} hartree")
print(f"HF energy shift, QZ minus TZ: {E_atom - E_small:.5f} hartree")
print(f"mean valence radius, QZ primitives: {radius:.4f} bohr")
print(f"radius shift, QZ minus TZ: {radius - radius_small:.5f} bohr")
print(f"fractional restricted atom, radius in cc-pVTZ: {fractional_small:.4f} bohr")
print(f"fractional restricted atom, radius in cc-pVQZ: {fractional_large:.4f} bohr")
print(f"radial exponent zeta: {zeta:.4f} 1/bohr")
print(f"J3 at 222: {J3:.5f} (no unit)")
print(f"d along 111: {d111:.5f} (no unit)")
print(f"F(222) per unit P: {F_target / P:.4f} electrons per cubic cell")
print(f"octupole population P: {P:.4f} electrons per atom")
print(f"P shift, QZ minus TZ: {P - P_small:.6f} electrons per atom")
print(f"charge per bond-side lobe, P/4: {P / 4:.4f} electrons")
print(f"positive-lobe integral of d: {lobe_charge:.5f} (no unit)")
print(f"largest valence depletion: {100 * depletion:.1f} percent")
print(f"bond-midpoint density from 222 waves: {bond_density:.5f} e/bohr^3")
print(f"grid F(222), full density: {F_grid.real:.5f} electrons per cell")
print(f"grid |F(222)|, centrosymmetric: {abs(F_centro):.1e} electrons per cell")
print(f"grid |F(222)|, equal signs: {abs(F_equal):.1e} electrons per cell")
print(f"octupole F(442): {octupole_F((4, 4, 2), P, zeta):.4f} electrons per cell")
print(f"P with zeta 10 percent lower: {P_low:.4f} electrons per atom")
print(f"P with zeta 10 percent higher: {P_high:.4f} electrons per atom")
print(f"P with r^3 radial function: {P_cubic:.4f} electrons per atom")
print(f"l=7 to l=3 amplitude, equal P: {100 * ratio7:.2f} percent")
print(f"HF spherical f at 222: {f222:.4f} electrons per atom")
print(f"f(222) shift, QZ minus TZ: {f222 - f_small(G222):.5f} electrons per atom")
print(f"F(111), spherical part: {F111_spherical:.3f} electrons per cell")
print(f"F(111), octupole part: {F111_octupole:.3f} electrons per cell")
print(f"|F(222)/F(111)|^2: {(F_target / F111)**2:.2e} (no unit)")
print(f"temperature: {temperature:.0f} K")
print(f"rough mean-square displacement per axis: {u2:.1e} nm^2")
print(f"rough cubic force constant beta: {beta:.0f} eV/nm^3")
print(f"harmonic amplitude factor at 222: {smearing:.4f} (no unit)")
print(f"anharmonic part of F(222): {F_skew:.4f} electrons per cell")
print(f"anharmonic share of smeared F(222): "
      f"{100 * abs(F_skew) / (F_target * smearing):.2f} percent")
print("tests ok")
```

Printed output:

```
lattice parameter: 10.2631 bohr = 0.54310 nm
cubic cell volume: 1081.04 bohr^3
G(222): 2.1208 1/bohr
chosen static F(222): 1.50 electrons per cubic cell
triplet HF atom energy, QZ primitives: -288.85403 hartree
HF energy shift, QZ minus TZ: -0.00194 hartree
mean valence radius, QZ primitives: 2.4789 bohr
radius shift, QZ minus TZ: 0.00494 bohr
fractional restricted atom, radius in cc-pVTZ: 2.5758 bohr
fractional restricted atom, radius in cc-pVQZ: 2.6306 bohr
radial exponent zeta: 2.8238 1/bohr
J3 at 222: 0.13020 (no unit)
d along 111: 0.38490 (no unit)
F(222) per unit P: 5.0380 electrons per cubic cell
octupole population P: 0.2977 electrons per atom
P shift, QZ minus TZ: 0.000863 electrons per atom
charge per bond-side lobe, P/4: 0.0744 electrons
positive-lobe integral of d: 1.00002 (no unit)
largest valence depletion: 36.0 percent
bond-midpoint density from 222 waves: 0.01110 e/bohr^3
grid F(222), full density: 1.50000 electrons per cell
grid |F(222)|, centrosymmetric: 1.6e-08 electrons per cell
grid |F(222)|, equal signs: 2.8e-09 electrons per cell
octupole F(442): -0.1999 electrons per cell
P with zeta 10 percent lower: 0.3589 electrons per atom
P with zeta 10 percent higher: 0.2658 electrons per atom
P with r^3 radial function: 0.3109 electrons per atom
l=7 to l=3 amplitude, equal P: 33.10 percent
HF spherical f at 222: 8.0136 electrons per atom
f(222) shift, QZ minus TZ: 0.00157 electrons per atom
F(111), spherical part: -59.656 electrons per cell
F(111), octupole part: -0.924 electrons per cell
|F(222)/F(111)|^2: 6.13e-04 (no unit)
temperature: 300 K
rough mean-square displacement per axis: 6.0e-05 nm^2
rough cubic force constant beta: 3000 eV/nm^3
harmonic amplitude factor at 222: 0.9530 (no unit)
anharmonic part of F(222): -0.0190 electrons per cell
anharmonic share of smeared F(222): 1.33 percent
tests ok
```
